# Hong-Ou-Mandel visibility of a 45:55 waveguide coupler: a program that tests the result

```python
# Result under test: two identical single photons entering the two inputs of a
# lossless coupler show a Hong-Ou-Mandel dip of visibility
#     V = (C_far - C_0)/C_far = 2RT/(R^2 + T^2)
# R: power fraction crossing to the other guide, T = 1 - R: fraction staying,
# C_0, C_far: coincidence probabilities at zero and at very long delay,
# M: squared overlap of the two photon wavepackets,
# sigma: standard deviation of the spectral intensity in angular frequency,
# mu: mean number of photon pairs per pulse of a pair source.
import numpy as np
from scipy.linalg import expm
from scipy.stats import binom
from scipy.constants import c, h, k, pi

R, T = 0.45, 0.55


def visibility(r):
    return 2 * r * (1 - r) / (r**2 + (1 - r)**2)


# --- Fock-space evolution: guides a, b, each with two internal modes ---
lower = np.diag(np.sqrt([1.0, 2.0]), 1)      # up to two photons per mode


def embed(position):
    out = np.eye(1)
    for m in range(4):
        out = np.kron(out, lower if m == position else np.eye(3))
    return out


a1, a2, b1, b2 = [embed(m) for m in range(4)]
hop = a1.T @ b1 + a2.T @ b2
hop = hop + hop.T
number_a = np.rint(np.diag(a1.T @ a1 + a2.T @ a2)).astype(int)
vacuum = np.zeros(81)
vacuum[0] = 1.0


def fock_outcomes(r, overlap):
    """Probabilities of 0, 1, 2 photons in guide a for squared overlap M."""
    evolve = expm(-1j * np.arcsin(np.sqrt(r)) * hop)
    second = np.sqrt(overlap) * b1.T + np.sqrt(1 - overlap) * b2.T
    prob = abs(evolve @ (a1.T @ (second @ vacuum)))**2
    return [prob[number_a == n].sum() for n in range(3)]


for r in (0.1, 0.45, 0.5, 0.8):
    t = 1 - r
    for M in (0.0, 0.3, 1.0):
        p0, p1, p2 = fock_outcomes(r, M)
        assert abs(p1 - (r*r + t*t - 2*r*t*M)) < 1e-10
        assert abs(p0 - r*t*(1 + M)) < 1e-10
        assert abs(p2 - r*t*(1 + M)) < 1e-10
    far, near = fock_outcomes(r, 0.0)[1], fock_outcomes(r, 1.0)[1]
    eps = t - r
    assert abs((far - near)/far - visibility(r)) < 1e-10
    assert abs((far - near)/far - (1 - eps**2)/(1 + eps**2)) < 1e-10

bunch_far, C_far, _ = fock_outcomes(R, 0.0)
bunch_0, C_0, _ = fock_outcomes(R, 1.0)
V = (C_far - C_0) / C_far
contrast = (C_far - C_0) / (C_far + C_0)

# --- the minus sign holds for every lossless coupler, whatever its phases ---
rng = np.random.default_rng(1)
for _ in range(50):
    U, _upper = np.linalg.qr(rng.normal(size=(2, 2))
                             + 1j * rng.normal(size=(2, 2)))
    t, r = abs(U[0, 0])**2, abs(U[0, 1])**2
    assert abs(U[0, 1]*U[1, 0]*t + r*U[0, 0]*U[1, 1]) < 1e-12
    assert abs(abs(U[0, 0]*U[1, 1] + U[0, 1]*U[1, 0])**2 - (t - r)**2) < 1e-12

# --- dip shape from the double integral over both photon frequencies ---
wavelength, width = 1550e-9, 1e-9            # m, intensity FWHM in m
band_hz = c * width / wavelength**2
sigma = 2 * pi * band_hz / (2 * np.sqrt(2 * np.log(2)))
x = np.linspace(-7, 7, 401)                 # (omega - omega_0)/sigma
dx = x[1] - x[0]
f = (2 * pi)**-0.25 * np.exp(-x**2 / 4)


def coincidence(delay, slope=0.0):
    """slope: change of R per metre of wavelength."""
    g = f * np.exp(1j * x * sigma * delay)
    r = R - slope * wavelength**2 * sigma * x / (2 * pi * c)
    ta, ra = np.sqrt(1 - r), np.sqrt(r)
    amp = np.outer(ta*f, ta*g) - np.outer(ra*g, ra*f)
    return (abs(amp)**2).sum() * dx**2


for s in (0.0, 0.4, 1.0, 2.5):
    expected = R*R + T*T - 2*R*T*np.exp(-s**2)
    assert abs(coincidence(s / sigma) - expected) < 1e-8
dip_fwhm = 2 * np.sqrt(np.log(2)) / sigma
far_delay = 10 / sigma
half_level = (coincidence(0) + coincidence(far_delay)) / 2
assert abs(coincidence(dip_fwhm / 2) - half_level) < 1e-8

# --- neglected effect: more than one pair per pulse ---
mu = 0.01


def pair_source_visibility(mean):
    near = far = 0.0
    for n in range(1, 8):
        weight = mean**n / (1 + mean)**(n + 1)
        N = 2 * n
        j = np.arange(N)
        H = np.diag(np.sqrt((j + 1.0) * (N - j)), 1)
        U = expm(-1j * np.arcsin(np.sqrt(R)) * (H + H.T))
        m = np.arange(N + 1)
        near += weight * (abs(U[:, n])**2 * m * (N - m)).sum()
        q = np.arange(n + 1)
        joint = np.outer(binom.pmf(q, n, T), binom.pmf(q, n, R))
        total = np.add.outer(q, q)
        far += weight * (joint * total * (N - total)).sum()
    return (far - near) / far


V_pairs = pair_source_visibility(mu)
for mean in (0.003, mu, 0.03):
    bright = 1 + 2 * mean
    formula = 2*R*T*bright / ((R*R + T*T)*bright + 4*R*T*mean)
    assert abs(pair_source_visibility(mean) - formula) < 1e-7

# --- neglected effect: residual path mismatch ---
mismatch, group_index = 10e-6, 4.2
tau = mismatch * group_index / c
V_path = 1 - coincidence(tau) / coincidence(far_delay)

# --- neglected effect: wavelength dependence of the coupler ---
slope = 0.005 / 1e-9
V_band = 1 - coincidence(0, slope) / coincidence(far_delay, slope)
detuning = -10e-9
R_off = R + slope * detuning
off_far, off_near = fock_outcomes(R_off, 0)[1], fock_outcomes(R_off, 1)[1]
V_off = 1 - off_near / off_far

# --- neglected effect: loss inside the coupler, all of it in one guide ---
loss_db_cm, length_cm = 2.0, 20e-4
loss_db = loss_db_cm * length_cm
absorb = loss_db * np.log(10) / 10
theta = np.arcsin(np.sqrt(R))
S = expm(-1j * np.array([[-0.5j * absorb, theta], [theta, 0]]))
stay, cross = S[0, 0] * S[1, 1], S[0, 1] * S[1, 0]
V_loss = 1 - abs(stay + cross)**2 / (abs(stay)**2 + abs(cross)**2)

# --- neglected effect: thermal photons at room temperature ---
temperature = 300.0
thermal = 1 / np.expm1(h * c / (wavelength * k * temperature))

print(f"Reflectivity R (crossing fraction): {R:.2f}")
print(f"Transmissivity T (staying fraction): {T:.2f}")
print(f"Imbalance T - R: {T - R:.2f}")
print(f"C_0, identical photons: {C_0:.4f}")
print(f"C_far, distinguishable photons: {C_far:.4f}")
print(f"Each bunched outcome, identical: {bunch_0:.4f}")
print(f"Each bunched outcome, distinguishable: {bunch_far:.4f}")
print(f"Visibility V: {V:.6f}")
print(f"Visibility V in percent: {100*V:.2f} %")
print(f"Other contrast (max-min)/(max+min): {contrast:.4f}")
print(f"Estimate 1 - 2(T-R)^2: {1 - 2*(T - R)**2:.4f}")
print(f"Wavelength: {wavelength*1e9:.0f} nm")
print(f"Photon bandwidth FWHM: {width*1e9:.1f} nm")
print(f"Photon bandwidth FWHM: {band_hz/1e9:.1f} GHz")
print(f"sigma: {sigma*1e-12:.4f} rad/ps")
print(f"Dip full width at half depth: {dip_fwhm*1e12:.2f} ps")
print("Neglected effects, one at a time:")
print(f"Mean pairs per pulse: {mu:.2f}")
print(f"V with extra pairs: {V_pairs:.4f}")
print(f"Change of V, extra pairs: {V_pairs - V:.2e}")
print(f"Path mismatch: {mismatch*1e6:.0f} um")
print(f"Group index: {group_index:.1f}")
print(f"Delay from mismatch: {tau*1e12:.3f} ps")
print(f"V with path mismatch: {V_path:.4f}")
print(f"Change of V, path mismatch: {V_path - V:.2e}")
print(f"Slope of R with wavelength: {slope*1e-9:.3f} per nm")
print(f"Change of V, slope across bandwidth: {V_band - V:.2e}")
print(f"Detuning from design wavelength: {detuning*1e9:.0f} nm")
print(f"R at that detuning: {R_off:.2f}")
print(f"V at that detuning: {V_off:.4f}")
print(f"Change of V, detuning: {V_off - V:.2e}")
print(f"Propagation loss: {loss_db_cm:.1f} dB/cm")
print(f"Coupler length: {length_cm*1e4:.0f} um")
print(f"Loss along coupler: {loss_db:.4f} dB")
print(f"Change of V, loss in one guide: {V_loss - V:.2e}")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal photons per mode: {thermal:.1e}")
print("PASS")
```

It prints:

```
Reflectivity R (crossing fraction): 0.45
Transmissivity T (staying fraction): 0.55
Imbalance T - R: 0.10
C_0, identical photons: 0.0100
C_far, distinguishable photons: 0.5050
Each bunched outcome, identical: 0.4950
Each bunched outcome, distinguishable: 0.2475
Visibility V: 0.980198
Visibility V in percent: 98.02 %
Other contrast (max-min)/(max+min): 0.9612
Estimate 1 - 2(T-R)^2: 0.9800
Wavelength: 1550 nm
Photon bandwidth FWHM: 1.0 nm
Photon bandwidth FWHM: 124.8 GHz
sigma: 0.3330 rad/ps
Dip full width at half depth: 5.00 ps
Neglected effects, one at a time:
Mean pairs per pulse: 0.01
V with extra pairs: 0.9617
Change of V, extra pairs: -1.85e-02
Path mismatch: 10 um
Group index: 4.2
Delay from mismatch: 0.140 ps
V with path mismatch: 0.9781
Change of V, path mismatch: -2.13e-03
Slope of R with wavelength: 0.005 per nm
Change of V, slope across bandwidth: -1.80e-05
Detuning from design wavelength: -10 nm
R at that detuning: 0.40
V at that detuning: 0.9231
Change of V, detuning: -5.71e-02
Propagation loss: 2.0 dB/cm
Coupler length: 20 um
Loss along coupler: 0.0040 dB
Change of V, loss in one guide: 6.47e-09
Temperature: 300 K
Thermal photons per mode: 3.7e-14
PASS
```
